# Why n-Silicon Piezoresistance Has π11 ≈ −2π12 and Small π44: test program

```python
"""Piezoresistance of a six-valley (<100>) n-type semiconductor.

Result under test (tension positive, fixed nondegenerate carrier density):
  pi11 = -(2/3) Xi_u (S11-S12)/kT (K-1)/(2K+1),  pi12 = -pi11/2,
and pi44 = 0 from repopulation. A small pi44 comes from shear mixing of bands:
  pi44 = -(S44 D/gap) (1/M) / (1/m_l + 2/m_t).
Symbols: m_l, m_t longitudinal and transverse masses, K = m_l/m_t;
Xi_d, Xi_u deformation potentials; S11, S12, S44 compliances;
D shear coupling of the two lowest conduction bands, gap their separation
at the valley minimum, M the mass in their k_x k_y coupling.
Units: eV, GPa, angstrom, free-electron mass.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

m_l, m_t, M = 0.9, 0.2, 0.25
Xi_d, Xi_u, D, gap = 1.0, 9.0, 15.0, 0.5
S11, S12, S44 = 0.008, -0.002, 0.012
T = 300.0
kT = const.k * T / const.e
K = m_l / m_t
masses = np.array([[m_l, m_t, m_t], [m_t, m_l, m_t], [m_t, m_t, m_l]])


def strain_tensor(stress):
    normal = np.diag(stress)
    strain = 0.5 * S44 * np.array(stress, dtype=float)
    np.fill_diagonal(strain, S11 * normal + S12 * (normal.sum() - normal))
    return strain


def valley_shifts(stress):
    strain = strain_tensor(stress)
    return Xi_d * np.trace(strain) + Xi_u * np.diag(strain)


# k is measured in units of sqrt(m kT)/hbar, with m the free-electron mass
axis = np.linspace(-7.0, 7.0, 81)
k_grid = np.meshgrid(axis, axis, axis, indexing="ij", sparse=True)


def conductivity(stress, thermal=kT):
    """Boltzmann integral over k with an energy-dependent relaxation time."""
    density, tensor = 0.0, np.zeros((3, 3))
    for mass, shift in zip(masses, valley_shifts(stress)):
        kinetic = sum(k**2 / (2 * mk) for k, mk in zip(k_grid, mass))
        occupation = np.exp(-(kinetic + shift / thermal))
        density += occupation.sum()
        weight = occupation / (1 + kinetic)
        velocity = [k / mk for k, mk in zip(k_grid, mass)]
        for a in range(3):
            for b in range(a, 3):
                term = (weight * velocity[a] * velocity[b]).sum()
                tensor[a, b] += term
                if a != b:
                    tensor[b, a] += term
    return tensor / density


sigma0 = conductivity(np.zeros((3, 3)))[0, 0]


def resistivity_slope(direction, thermal=kT, step=1e-3):
    plus = np.linalg.inv(conductivity(step * direction, thermal))
    minus = np.linalg.inv(conductivity(-step * direction, thermal))
    return (plus - minus) * sigma0 / (2 * step)


# Repopulation coefficients: k-space integrals against closed formulas
along_x = np.diag([1.0, 0.0, 0.0])
shear_xy = np.array([[0.0, 1, 0], [1, 0, 0], [0, 0, 0]])
slope_x = resistivity_slope(along_x)
pi11 = -(2 / 3) * Xi_u * (S11 - S12) / kT * (K - 1) / (2 * K + 1)
pi12 = -pi11 / 2
assert abs(slope_x[0, 0] / pi11 - 1) < 1e-4
assert abs(slope_x[1, 1] / pi12 - 1) < 1e-4
assert np.abs(resistivity_slope(shear_xy)).max() < 1e-8
assert np.abs(resistivity_slope(np.eye(3))).max() < 1e-8
slope_cold = resistivity_slope(along_x, kT / 2)[0, 0]
assert abs(slope_cold / slope_x[0, 0] - 2) < 1e-3

# Longitudinal response for stress along [110] and [111]
longitudinal = []
for vector in ([1, 1, 0], [1, 1, 1]):
    unit = np.array(vector) / np.linalg.norm(vector)
    slope = resistivity_slope(np.outer(unit, unit))
    longitudinal.append(unit @ slope @ unit)
assert abs(longitudinal[0] / (pi11 / 4) - 1) < 1e-4
assert abs(longitudinal[1]) < 1e-8

# Finite stress: conserved trace and saturation
finite = {}
for stress_value in (0.1, -0.1, 1.0, -1.0, 20.0, -20.0):
    tensor = conductivity(stress_value * along_x) / sigma0
    finite[stress_value] = np.diag(tensor)
    assert abs(np.trace(tensor) - 3) < 1e-8
high, low = 3 * K / (2 * K + 1), 3 / (2 * K + 1)
assert abs(finite[20.0][0] - high) < 1e-6
assert abs(finite[-20.0][0] - low) < 1e-6

# Intervalley phonons: scattering rates depend on the valley splittings
phonon_eV = 0.05
phonon = phonon_eV / kT
phonon_number = 1 / np.expm1(phonon)


def mean_time(i, shifts):
    """Transport average of tau in valley pair i; shifts in units of kT."""
    others = [shifts[j] - shifts[i] for j in range(3) if j != i]

    def integrand(energy):
        rate = np.sqrt(energy)
        for offset in others:
            absorb = max(energy + phonon - offset, 0.0)
            emit = max(energy - phonon - offset, 0.0)
            rate += phonon_number * np.sqrt(absorb)
            rate += (phonon_number + 1) * np.sqrt(emit)
        return energy**1.5 * np.exp(-energy) / rate

    edges = sorted([0.0, 45.0, 8.0] + [phonon + x for x in others])
    return sum(quad(integrand, a, b, epsabs=1e-12, epsrel=1e-10)[0]
               for a, b in zip(edges[:-1], edges[1:]))


def sigma_intervalley(shifts):
    population = np.exp(-np.array(shifts))
    population /= population.sum()
    times = np.array([mean_time(i, shifts) for i in range(3)])
    return (population * times) @ (1 / masses)


small = 0.01
pattern = small * np.array([2 / 3, -1 / 3, -1 / 3])
base = sigma_intervalley(np.zeros(3))
change = (sigma_intervalley(pattern) - sigma_intervalley(-pattern)) / (2 * base)
single = np.array([small, 0.0, 0.0])
own_response = np.log(mean_time(0, single) / mean_time(0, -single)) / (2 * small)
a_factor = -1.5 * own_response
pure_change = small * (2 / 3) * (K - 1) / (2 * K + 1)
enhancement = change[0] / pure_change
ratio_intervalley = change[0] / change[1]
assert abs(ratio_intervalley + 2) < 2e-3
assert abs(enhancement / (1 + a_factor) - 1) < 2e-3
assert a_factor > 0


# Degenerate carriers with constant tau: conserve density, then differentiate
def fermi(x):
    return 1 / (1 + np.exp(x))


def valley_density(eta):
    top = np.sqrt(max(eta, 0) + 40)
    return quad(lambda t: 2 * t * t * fermi(t * t - eta), 0, top,
                epsabs=1e-12, epsrel=1e-11, limit=200)[0]


eta0 = 5.0
n0 = valley_density(eta0)


def sigma_degenerate(shifts):
    def excess(eta):
        return sum(valley_density(eta - s) for s in shifts) - 3 * n0
    eta = brentq(excess, eta0 - 1, eta0 + 1, xtol=1e-13)
    return np.array([valley_density(eta - s) for s in shifts]) @ (1 / masses)


sigma_deg0 = n0 * (1 / masses).sum(axis=0)
change_deg = (sigma_degenerate(pattern) - sigma_degenerate(-pattern))
change_deg = change_deg / (2 * sigma_deg0)
log_slope = quad(lambda t: fermi(t * t - eta0), 0, np.sqrt(eta0 + 40),
                 epsabs=1e-12)[0] / n0
reduction = change_deg[0] / pure_change
assert abs(reduction / log_slope - 1) < 1e-4
assert abs(change_deg[0] / change_deg[1] + 2) < 1e-4

# Shear distortion: two conduction bands near the X point
h2m = const.hbar**2 / const.m_e / const.e * 1e20
k0 = np.sqrt(gap * m_l / (2 * h2m))


def lower_band(kx, ky, kz, shear):
    common = h2m * (kz**2 / (2 * m_l) + (kx**2 + ky**2) / (2 * m_t))
    diagonal = h2m * k0 * kz / m_l
    coupling = D * shear - h2m * kx * ky / M
    return common - np.sqrt(diagonal**2 + coupling**2)


big_shear = 0.005
kappa = 2 * D * big_shear / gap
found = minimize_scalar(lambda kz: lower_band(0.0, 0.0, kz, big_shear),
                        bounds=(0.3 * k0, 1.7 * k0), method="bounded",
                        options={"xatol": 1e-10})
minimum_shift = found.fun - lower_band(0.0, 0.0, k0, 0.0)
assert abs(minimum_shift / (-kappa**2 * gap / 4) - 1) < 1e-6


def inverse_mass(ux, uy, h=1e-3):
    side = lower_band(h * ux, h * uy, found.x, big_shear)
    other = lower_band(-h * ux, -h * uy, found.x, big_shear)
    return (side + other - 2 * found.fun) / h**2 / h2m


root_half = np.sqrt(0.5)
inv_110 = inverse_mass(root_half, root_half)
inv_1m10 = inverse_mass(root_half, -root_half)
assert abs(inv_110 / (1 / m_t + kappa / M) - 1) < 1e-3
assert abs(inv_1m10 / (1 / m_t - kappa / M) - 1) < 1e-3


def thermal_inverse_mass_xy(thermal, shear):
    """Average of v_x v_y / kT over one valley of the two-band surface."""
    t = np.linspace(-7, 7, 57)
    transverse = np.sqrt(m_t * thermal / h2m) * t
    kz = k0 + np.sqrt(m_l * thermal / h2m) * t
    kx, ky, kz = np.meshgrid(transverse, transverse, kz, indexing="ij")
    h = 1e-5
    energy = lower_band(kx, ky, kz, shear)
    weight = np.exp(-(energy - energy.min()) / thermal)
    vx = (lower_band(kx + h, ky, kz, shear)
          - lower_band(kx - h, ky, kz, shear)) / (2 * h)
    vy = (lower_band(kx, ky + h, kz, shear)
          - lower_band(kx, ky - h, kz, shear)) / (2 * h)
    return (weight * vx * vy).sum() / weight.sum() / thermal / h2m


shear_stress = 0.01
small_shear = strain_tensor(shear_stress * shear_xy)[0, 1]
pi44 = -(S44 * D / gap) * (1 / M) / (1 / m_l + 2 / m_t)
numerical_pi44 = []
for thermal in (1e-3, 5e-4):
    xy_part = thermal_inverse_mass_xy(thermal, small_shear) / 3
    mean_part = (1 / m_l + 2 / m_t) / 3
    numerical_pi44.append(-xy_part / mean_part / shear_stress)
pi44_limit = 2 * numerical_pi44[1] - numerical_pi44[0]
assert abs(pi44_limit / pi44 - 1) < 2e-3
assert abs(numerical_pi44[0] / pi44 - 1) < 0.03

# Worked example
example_stress = 0.1
shifts = valley_shifts(example_stress * along_x)
relative = shifts - shifts.mean()
fractions = np.exp(-relative / kT)
fractions /= fractions.sum()
to_cgs = 1e-10  # 1/GPa expressed in cm^2/dyn

print(f"m_l, m_t, M = {m_l}, {m_t}, {M} free-electron masses")
print(f"Xi_d, Xi_u, D, gap = {Xi_d}, {Xi_u}, {D}, {gap} eV")
print(f"S11, S12, S44 = {S11}, {S12}, {S44} 1/GPa")
print(f"T = {T:.0f} K, kT = {kT:.6f} eV, K = {K:.3f}")
print(f"(K-1)/(2K+1) = {(K - 1) / (2 * K + 1):.4f}")
print(f"[100] tension in example = {example_stress} GPa")
print(f"x-valley shift from mean = {1e3 * relative[0]:.3f} meV")
print(f"y,z-valley shift from mean = {1e3 * relative[1]:.3f} meV")
print(f"population fractions x, y, z pairs = {np.round(fractions, 4)}")
print(f"pi11 formula = {pi11:.5f} 1/GPa = {pi11 * to_cgs:.4e} cm^2/dyn")
print(f"pi12 formula = {pi12:.5f} 1/GPa = {pi12 * to_cgs:.4e} cm^2/dyn")
print(f"pi11 from k integral = {slope_x[0, 0]:.5f} 1/GPa")
print(f"pi12 from k integral = {slope_x[1, 1]:.5f} 1/GPa")
print(f"pi11(T/2)/pi11(T) from k integral = {slope_cold / slope_x[0, 0]:.4f}")
print(f"pi44 formula = {pi44:.5f} 1/GPa = {pi44 * to_cgs:.4e} cm^2/dyn")
print(f"pi44 two-band average, kT = 1 meV: {numerical_pi44[0]:.5f} 1/GPa")
print(f"pi44 two-band average, kT = 0.5 meV: {numerical_pi44[1]:.5f} 1/GPa")
print(f"pi44 extrapolated to kT = 0: {pi44_limit:.5f} 1/GPa")
print(f"pi44/pi11 = {pi44 / pi11:.4f}")
print(f"[110] longitudinal, repopulation = {longitudinal[0]:.5f} 1/GPa")
print(f"[110] longitudinal with pi44 = {pi11 / 4 + pi44 / 2:.5f} 1/GPa")
print(f"[111] longitudinal with pi44 = {2 * pi44 / 3:.5f} 1/GPa")
for value in (0.1, -0.1, 1.0, -1.0):
    sx, sy = finite[value][:2]
    print(f"X = {value:+.1f} GPa: sigma_xx, sigma_yy / sigma0 = "
          f"{sx:.4f}, {sy:.4f}")
    print(f"  drho_xx/rho, drho_yy/rho = {1 / sx - 1:.4f}, {1 / sy - 1:.4f}")
print(f"saturated sigma_xx/sigma0: tension {high:.4f}, compression {low:.4f}")
print(f"intervalley phonon energy = {1e3 * phonon_eV:.1f} meV")
print(f"intervalley a = {a_factor:.4f}, enhancement = {enhancement:.4f}")
print(f"pi11/pi12 with intervalley scattering = {ratio_intervalley:.4f}")
print(f"degenerate case: Fermi level above edge = {eta0:.1f} kT")
print(f"degenerate pi11 / nondegenerate pi11 = {reduction:.4f}")
print(f"k0 (minimum to X point) = {k0:.4f} 1/angstrom")
print(f"shear strain {big_shear}: kappa = {kappa:.3f}")
print(f"  minimum shift = {1e3 * minimum_shift:.3f} meV")
print(f"  z-valley mass along [110] = {1 / inv_110:.4f} m")
print(f"  z-valley mass along [1-10] = {1 / inv_1m10:.4f} m")
print(f"strain multipliers: Xi_u/kT = {Xi_u / kT:.1f}, 2D/gap = {2 * D / gap:.1f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
m_l, m_t, M = 0.9, 0.2, 0.25 free-electron masses
Xi_d, Xi_u, D, gap = 1.0, 9.0, 15.0, 0.5 eV
S11, S12, S44 = 0.008, -0.002, 0.012 1/GPa
T = 300 K, kT = 0.025852 eV, K = 4.500
(K-1)/(2K+1) = 0.3500
[100] tension in example = 0.1 GPa
x-valley shift from mean = 6.000 meV
y,z-valley shift from mean = -3.000 meV
population fractions x, y, z pairs = [0.2609 0.3695 0.3695]
pi11 formula = -0.81232 1/GPa = -8.1232e-11 cm^2/dyn
pi12 formula = 0.40616 1/GPa = 4.0616e-11 cm^2/dyn
pi11 from k integral = -0.81232 1/GPa
pi12 from k integral = 0.40616 1/GPa
pi11(T/2)/pi11(T) from k integral = 2.0000
pi44 formula = -0.12960 1/GPa = -1.2960e-11 cm^2/dyn
pi44 two-band average, kT = 1 meV: -0.13080 1/GPa
pi44 two-band average, kT = 0.5 meV: -0.13019 1/GPa
pi44 extrapolated to kT = 0: -0.12959 1/GPa
pi44/pi11 = 0.1595
[110] longitudinal, repopulation = -0.20308 1/GPa
[110] longitudinal with pi44 = -0.26788 1/GPa
[111] longitudinal with pi44 = -0.08640 1/GPa
X = +0.1 GPa: sigma_xx, sigma_yy / sigma0 = 1.0761, 0.9620
  drho_xx/rho, drho_yy/rho = -0.0707, 0.0395
X = -0.1 GPa: sigma_xx, sigma_yy / sigma0 = 0.9147, 1.0427
  drho_xx/rho, drho_yy/rho = 0.0933, -0.0409
X = +1.0 GPa: sigma_xx, sigma_yy / sigma0 = 1.3341, 0.8330
  drho_xx/rho, drho_yy/rho = -0.2504, 0.2005
X = -1.0 GPa: sigma_xx, sigma_yy / sigma0 = 0.3609, 1.3196
  drho_xx/rho, drho_yy/rho = 1.7711, -0.2422
saturated sigma_xx/sigma0: tension 1.3500, compression 0.3000
intervalley phonon energy = 50.0 meV
intervalley a = 0.3667, enhancement = 1.3667
pi11/pi12 with intervalley scattering = -2.0000
degenerate case: Fermi level above edge = 5.0 kT
degenerate pi11 / nondegenerate pi11 = 0.2796
k0 (minimum to X point) = 0.1718 1/angstrom
shear strain 0.005: kappa = 0.300
  minimum shift = -11.250 meV
  z-valley mass along [110] = 0.1613 m
  z-valley mass along [1-10] = 0.2632 m
strain multipliers: Xi_u/kT = 348.1, 2D/gap = 60.0
ALL CHECKS PASSED
```
